# Why energy-conserving particle codes stay stable yet blur sheaths and waves

Someone modelling a low-pressure argon discharge must choose a cell size. With an electron temperature of 3 eV and a sheath-edge density of \(10^{16}\ \mathrm{m^{-3}}\), the Debye length is 0.129 mm. Cells of half a millimetre would make a reactor-scale calculation far cheaper, and an energy-conserving particle code may run on them without heating up. Whether its results can be used depends on the quantity wanted: the ion impact energy may be good while the wall field is wrong by more than a third.

## What energy conservation controls

Consider one dimension, electrostatic forces and a periodic, neutral system. Nodes are \(\Delta x\) apart, and \(W\) is the hat function: one at its own node, falling linearly to zero at the neighbours. Particles of charge \(q\) and mass \(m\), counted per unit area, give

\[
\rho_g=\rho_b+\frac1{\Delta x}\sum_p qW(x_p-x_g),\qquad
-\frac{\phi_{g+1}-2\phi_g+\phi_{g-1}}{\Delta x^2}=\frac{\rho_g}{\epsilon_0},
\]

where \(\rho_b\) is a fixed background. The force is the gradient of the interpolated potential:

\[
\phi_h(x)=\sum_g\phi_gW(x-x_g),\qquad m\dot v_p=-q\phi_h'(x_p).
\]

The field energy is \(U=(\Delta x/2)\sum_g\rho_g\phi_g\). The Poisson operator is symmetric, so differentiating either factor gives the same sum, and

\[
\dot U=\Delta x\sum_g\phi_g\dot\rho_g
=\sum_p qv_p\phi_h'(x_p)
=-\frac{d}{dt}\sum_p\frac{mv_p^2}{2}.
\]

Total energy is therefore constant in continuous time. Since \(U\ge0\), the kinetic energy cannot exceed the initial total. This bounds energy; it does not make \(\phi_h\) close to the true potential. Nor does it rule out an instability that moves energy from drift into fields.

## Why a plasma at rest has no growing mode

Let \(\phi_g=\hat\phi e^{ikx_g-i\omega t}\), so that \(\operatorname{Im}\omega>0\) means growth. The interpolated wave contains every wavenumber that looks the same at the nodes:

\[
k_m=k+\frac{2\pi m}{\Delta x},\qquad
w_m=\left[\frac{\sin(k_m\Delta x/2)}{k_m\Delta x/2}\right]^2 .
\]

These components, called aliases, have amplitudes \(w_m\hat\phi\) and fields \(-ik_mw_m\hat\phi\). The linear Vlasov equation for each is

\[
-i(\omega-k_mv)f_m=i\frac qm k_mw_m\hat\phi f_0'
\quad\Rightarrow\quad
f_m=\frac qm\frac{k_mw_m\hat\phi f_0'}{k_mv-\omega}.
\]

Deposition multiplies the charge by \(w_m\) again. The Poisson operator acts as \(K^2\), with \(K=(2/\Delta x)\sin(k\Delta x/2)\). Hence

\[
1-\frac{q^2}{\epsilon_0mK^2}\sum_mw_m^2
\int\frac{k_mf_0'}{k_mv-\omega}\,dv=0.
\]

Suppose the distribution never rises away from zero velocity: \(f_0'=-vg(v)\), with \(g\ge0\). Write \(\omega=\omega_r+i\gamma\), \(\gamma>0\), and \(C=q^2/(\epsilon_0mK^2)\). Multiplying numerator and denominator by the complex conjugate gives

\[
1+C\sum_mw_m^2\int g\,
\frac{k_mv(k_mv-\omega_r+i\gamma)}{|k_mv-\omega|^2}\,dv=0.
\]

The imaginary part says that \(\sum_mw_m^2\int g\,k_mv/|k_mv-\omega|^2dv=0\). This removes the \(\omega_r\) term from the real part, leaving one plus a non-negative quantity equal to zero. That is impossible, whatever the ratio of \(\Delta x\) to the Debye length \(\lambda_D\).

The positive weights \(w_m^2\) matter. A momentum-conserving scheme that interpolates centred node fields has weights \(w_m^2\sin(k\Delta x)/(k_m\Delta x)\) instead. Their signs vary with \(m\), and the proof fails. At \(\Delta x=8\lambda_D\), a scan over wavenumber found growth up to \(0.0073\,\omega_{pe}\), where \(\omega_{pe}\) is the electron plasma frequency. In matched particle runs with 50 particles per cell, lasting \(400/\omega_{pe}\), total energy rose by 189% in that scheme and by 0.23% in the energy-conserving one. The 189% depends on particle noise and does not measure the growth rate: it falls about fivefold with six times more particles. The small remainder in the energy-conserving run is possible because the time step is finite. The price is momentum: the mean velocity in the energy-conserving run wandered by up to 0.029 thermal speeds.

## The sheath: right voltage, wrong slope

Take a floating wall, cold ions entering at the Bohm speed, and Boltzmann electrons. Measure distance from the wall in \(\lambda_D\), and let \(\chi=-e\phi/T_e\), with \(T_e\) in energy units. Ion energy and flux conservation give \(n_i=(1+2\chi)^{-1/2}\) relative to the edge density, so

\[
\chi''=(1+2\chi)^{-1/2}-e^{-\chi}.
\]

Multiply by \(\chi'\) and integrate from the plasma, where \(\chi=\chi'=0\):

\[
\frac{(\chi')^2}{2}=\sqrt{1+2\chi}+e^{-\chi}-2.
\]

Equal ion and electron wall fluxes require \(\chi_w=\frac12\ln[M/(2\pi m_e)]=4.68\) for argon of ion mass \(M\), a drop of 14.0 V. The normalized wall field is

\[
E_w=\sqrt{2(3.218+0.009-2)}\simeq1.57,
\]

or 365 V/cm.

In a steady, noise-free particle calculation, each particle conserves its energy in \(\phi_h\). The densities are thus the same functions of potential as above, evaluated at \(\phi_h\), and each node receives their integral weighted by its hat function. This is the linear finite-element form of the sheath equation. Its field is constant within a cell. For small cells, the field in the wall cell is the true field at the cell's midpoint to leading order. Since \(\chi''\) is the net charge density \(\rho_w\) at the wall,

\[
\frac{E_{\rm cell}-E_w}{E_w}\simeq
-\frac{\rho_w}{2E_w}\frac{\Delta x}{\lambda_D}
=-\frac{0.311-0.009}{2(1.57)}\frac{\Delta x}{\lambda_D}
\simeq-0.096\frac{\Delta x}{\lambda_D}.
\]

The full solution gives \(-9.8\%\) at one Debye length and \(-38\%\) at four, where particles next to the wall feel 226 V/cm. At eight Debye lengths, any monotone potential must have a wall-cell field no larger than the whole drop divided by one cell, 136 V/cm.

Other quantities survive better. An ion arrives with \((0.5+4.68)\times3=15.5\) eV, because its energy depends on the potential difference and not on the slope. Its transit time over the last eight Debye lengths falls from 225.8 ns with the finest cells, \(0.25\lambda_D\), to 219.4 ns with \(4\lambda_D\) cells, about 3%. Adding the charge deposited on the wall node to the cell field, as Gauss's law requires, recovers a wall field of 373 V/cm, only 2% high. That repairs the reported wall field, not the force on the particles.

A weakly perturbed electron layer with fixed ions shows a qualitative failure. Overlap integrals of hat functions distribute the screening charge over three nodes:

\[
\frac{\phi_{g+1}-2\phi_g+\phi_{g-1}}{\Delta x^2}
=\frac{\phi_{g-1}+4\phi_g+\phi_{g+1}}{6\lambda_D^2}.
\]

Set \(\phi_g\propto r^g\) and \(\delta=r-2+1/r\). The right-hand bracket is \(6+\delta\) times \(\phi_g\), so

\[
\delta\frac{\lambda_D^2}{\Delta x^2}=1+\frac\delta6,\qquad
r+\frac1r=2+\frac1{\lambda_D^2/\Delta x^2-1/6}.
\]

For fine cells \(r\) tends to \(e^{-\Delta x/\lambda_D}\). Beyond \(\Delta x=\sqrt6\,\lambda_D\simeq2.45\lambda_D\) it is negative, and the potential alternates in sign from node to node. At \(8\lambda_D\), \(r=-0.23\). The pattern is steady and bounded, so stability gives no warning of it. In the floating sheath the ion density falls together with the electron density, which weakens the screening; that solution was still monotone at \(4\lambda_D\).

## The wave: damping by the wrong electrons

For a Maxwellian at rest with thermal speed \(v_t=\sqrt{T_e/m_e}\), the dispersion relation becomes

\[
1+\frac1{K^2\lambda_D^2}\sum_mw_m^2[1+\zeta_mZ(\zeta_m)]=0,
\qquad \zeta_m=\frac{\omega}{\sqrt2|k_m|v_t},
\]

where \(Z\) is the plasma dispersion function. Continuous space has one term, with \(w_0=1\) and \(K=k\).

Hold \(k\lambda_D=\pi/16=0.196\) fixed. The true wave has \(\omega/\omega_{pe}=1.061-3.7\times10^{-5}i\). At \(\Delta x=8\lambda_D\), which still gives four cells per wavelength, the grid wave has \(0.981-0.082i\). Its frequency is 8% low, and its damping is more than two thousand times the true value.

The first alias explains most of the damping. It has \(|k_{-1}|=3k\), so its phase speed is \(1.67v_t\) instead of the main component's \(5.0v_t\). Landau damping follows the slope of the Maxwellian, proportional to \(ve^{-v^2/2v_t^2}\), which is about 22,000 times larger at the slower speed. The weight is smaller by \(w_{-1}^2/w_0^2=3^{-4}=1/81\). The alias should thus damp about 270 times more strongly than the main component. Solving without any aliases confirms that they cause the damping: it drops to \(2.7\times10^{-4}\omega_{pe}\), about 300 times less. Keeping only the main component and the first alias gives \(0.065\,\omega_{pe}\), about four fifths of the total; higher aliases supply the rest. A particle simulation, tested against the full relation, gave \(0.983-0.078i\).

The frequency shift has another origin. In a cold plasma each component contributes in proportion to \(w_m^2k_m^2\), and with \(\theta=k\Delta x/2\),

\[
\sum_mw_m^2k_m^2=\frac{4\sin^4\theta}{\Delta x^2}
\sum_m\frac1{(\theta+\pi m)^2}
=\frac{4\sin^2\theta}{\Delta x^2}=K^2.
\]

The cold wave therefore oscillates at \(\omega_{pe}\) for every \(k\) on the grid. Here the main component supplies only \(w_0^2k^2/K^2=0.81\) of this sum. The rest sits in aliases slow enough for thermal motion to disrupt their cold response. Without aliases the frequency is \(0.970\,\omega_{pe}\), so the weakened main component alone lowers it slightly too far; the aliases bring it back up to \(0.981\,\omega_{pe}\).

At \(k\lambda_D=\pi/8\) the grid roots for \(4\lambda_D\) and \(8\lambda_D\) cells coincide, both \(1.197-0.109i\), against a true \(1.276-0.061i\). This is not convergence. Node values \(1,0,-1,0\) on the finer grid and \(1,-1\) on the coarser one interpolate to the same triangular wave. At \(8\lambda_D\) this is also the shortest wave available; anything shorter appears under a longer wavelength.

## Where stability itself fails

The proof needs distributions that peak at rest relative to the grid. Ions approaching a sheath drift. Replacing \(\omega\) by \(\omega-k_mu\) gives each alias its own Doppler shift, which no change of frame removes.

Take \(\Delta x=8\lambda_D\), \(k=\pi/\Delta x\), adiabatic electrons, and cold ions at half the Bohm speed. The two strongest aliases have wavenumbers \(\pm k\) and act like opposing streams. Each has strength \(w_0^2k^2/K^2=4/\pi^2\), and \(K\lambda_D=1/4\). For node values of alternating sign, the three-node overlap weights found above give \((-1+4-1)/6=1/3\), so the electron term is \((1/3)/(K\lambda_D)^2=5.33\). With frequencies in units of the ion plasma frequency \(\omega_{pi}\),

\[
6.33=\frac4{\pi^2}\left[\frac1{(\omega-ku)^2}+\frac1{(\omega+ku)^2}\right].
\]

Setting \(\omega=i\gamma\) and \(b=(ku)^2=0.0386\) gives

\[
6.33(b+\gamma^2)^2=0.811(b-\gamma^2),
\]

so \(\gamma\simeq0.125\). Including all aliases and an ion thermal speed of one tenth of the Bohm speed gives 0.120, and a particle simulation agrees. The growth time is 0.4 µs. In continuous space the same ions have one Doppler shift and no growing mode. This is a uniform periodic model; growth in a real presheath profile was not calculated.

## Reading the numbers for a reactor

The chosen density, temperature and pressure, 10 mTorr at 300 K, are rough values for low-pressure argon processing. With rough cross sections, the ion mean free path is 3.1 mm, so about one ion in five collides while crossing five Debye lengths of sheath. Those ions generally reach the wall with less than 15.5 eV, and their extra space charge raises the wall field above the collisionless 365 V/cm. With a constant cross section and the mean electron speed, electron collisions damp the wave at about \(0.0017\,\omega_{pe}\); weighting the collision rate by electron energy, as a fast oscillation requires, raises this by a third. Argon's cross section rises with electron energy, so the real rate may be about \(0.005\,\omega_{pe}\). Either value far exceeds the true Landau damping at \(k\lambda_D=0.196\), but is more than ten times smaller than the grid damping at \(8\lambda_D\). Loss of fast electrons to the wall changes the field at a given wall potential by 0.3%, and a secondary yield of 0.07 lowers the drop by 0.2 V.

A reactor that applies a bias to the wall breaks the floating-wall assumption. For a steady 100 V drop, \(\chi_w=33.3\), and the same first integral gives about 820 V/cm. This is a collisionless value: that sheath is about 16 Debye lengths, or 2 mm, thick, so at 10 mTorr about half the ions collide in it, which raises the field and lowers the mean impact energy. The leading wall-cell error falls to 1.7% per Debye length of cell size, because the thicker sheath has a gentler relative gradient. This small-cell estimate does not cover an oscillating bias or the sheath edge.

Under these model conditions, coarse cells can serve for the impact energy of ions that cross the sheath without colliding, at a known wall potential, provided the computed potential stays steady. If it oscillates while an ion crosses the sheath, the arrival energy changes. The energy of an ion that collides depends on the potential at the collision point, and so on the computed profile; that case was not calculated. At the floating wall, a wall-cell field within 5% of the true wall field needs \(\Delta x\lesssim\lambda_D/2\). Forces at individual points further into the layer can be off by more, because the true field there changes by a larger fraction across each cell. Kinetic waves need their own convergence study at fixed physical wavenumber, and drifting ions need a separate stability check. The numerical output below gives the intermediate cell sizes.

## Numbers as computed

```
Te 3.0 eV; edge density 1.0e+16 m^-3
gas 10.0 mTorr, 300 K
Debye length 0.1288 mm; Bohm speed 2691.8 m/s
electron, ion plasma frequencies 5.6415e+09, 2.0906e+07 rad/s
floating drop 4.6789 Te/e = 14.037 V
exact model wall field 1.5669 Te/(e Debye) = 365.09 V/cm
Sheath: dx/Debye, cell field V/cm, error %, recovered V/cm, transit ns
  0.25   356.27   -2.42   365.12   225.80
  0.50   347.37   -4.85   365.23   225.74
  1.00   329.44   -9.76   365.65   225.50
  2.00   293.68  -19.56   367.31   224.52
  4.00   226.45  -37.97   372.94   219.44
  transit above: from 8 Debye lengths to wall
4-Debye cell size 0.5150 mm
8-Debye monotone field bound 136.27 V/cm
pushed-ion impact energy 15.541 eV
Linear screening: dx/Debye, next-node potential ratio
  1.0 0.35100
  2.0 0.07180
  4.0 -0.13394
  8.0 -0.22763
sign-change threshold 2.4495 Debye lengths
True waves: k*Debye, Re omega/wpe, Im omega/wpe
  0.19635 1.061474 -3.6756e-05
  0.39270 1.275599 -6.0923e-02
Grid waves: k*Debye, dx/Debye, Re omega/wpe, Im omega/wpe
  0.19635 1.0 1.059959 -4.3073e-05
  0.19635 2.0 1.055164 -1.9922e-04
  0.19635 4.0 1.033820 -4.5096e-03
  0.19635 8.0 0.981015 -8.1992e-02
  0.39270 1.0 1.270603 -6.2351e-02
  0.39270 2.0 1.255052 -6.7598e-02
  0.39270 4.0 1.197306 -1.0912e-01
  0.39270 8.0 1.197306 -1.0912e-01
8-Debye wave without aliases: 0.970063, -2.6540e-04 wpe
PIC wave: 0.98291, -0.07812 wpe
8-Debye amplitude decay time 2.162 ns
momentum-scheme max growth 0.00726 wpe at k*Debye 0.1750
heating runs: dx 8 Debye, 50 particles/cell, time 400/wpe
  energy scheme: energy change 0.2254 %, max mean-speed shift 2.940e-02 vt
  momentum scheme: energy change 188.5570 %, max mean-speed shift 1.177e-16 vt
ion drift 0.50 Bohm speed, thermal 0.10 Bohm speed
ion grid growth theory, PIC 0.11983, 0.11992 wpi
rough ion, electron cross sections 1.0e-18, 5.0e-20 m^2
ion free path 3.107 mm; 5 Debye/path 0.207
electron collision wave damping 0.00165 wpe
electron wall-loss field correction 0.273 %
rough secondary yield 0.07; drop reduction 0.218 V
ion/electron temperature at gas T 0.00862
```
